\section*{Interband Tunnelling Through a Uniformly Tilted Gap: Two-Band and Single-Band Exponents}

\section*{Problem}

An electron in the valence band of a direct-gap semiconductor meets a region where a uniform electric field tilts both band edges. At fixed total energy it can pass through the forbidden gap and emerge in the conduction band. Near the gap, for motion along the field direction $x$, the bands are described by
\begin{equation}
H(k)=\frac{E_g}{2}\,\sigma_z+\hbar v k\,\sigma_x ,
\label{eq:H}
\end{equation}
where $E_g$ is the gap, $v$ a velocity that measures the coupling of the two bands, and $\sigma_x,\sigma_z$ are Pauli matrices acting on the two band-edge states. Energies $\varepsilon$ are measured from midgap. The force on the electron is $F>0$, the elementary charge times the magnitude of the field. The transverse wavevector is zero.

\begin{enumerate}
\item Find the mass $m$ at the two band edges and the decay constant $\kappa(\varepsilon)$ inside the gap.
\item Find the exponent $S_2$ in the transmission $T\sim e^{-S_2}$.
\item Replace the two-band $\kappa$ by that of a single parabolic conduction band of the same mass $m$, which sees a triangular barrier of height $E_g$ and the same slope. Find its exponent $S_1$ and the ratio $S_2/S_1$. Where along the path does the difference arise?
\item Evaluate both for $E_g=0.8$~eV, $m=0.05\,m_e$ and a field of 1~MV/cm, where $m_e$ is the free-electron mass. Judge what the model neglects.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Square $H(k)$. The Pauli matrices anticommute, so the cross terms vanish.
\item In the gap, set $k=i\kappa$. A wave that decays as $e^{-\int\kappa\,dx}$ has a probability that decays with twice that exponent.
\item In a uniform field the local energy relative to midgap is linear in $x$. Use it as the integration variable and look at the shape of the curve $\kappa(\varepsilon)$.
\item For the single band, use the barrier height above the electron's energy as the variable. Then write the two-band $\kappa$ in terms of the same height.
\end{enumerate}

\section*{Solution}

\subsection*{1. Edge mass and decay constant}

Since $\sigma_z^2=\sigma_x^2=1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, squaring \eqref{eq:H} gives
\begin{equation}
\varepsilon^2=\frac{E_g^2}{4}+(\hbar v k)^2 .
\label{eq:disp}
\end{equation}
For small $k$ the upper root is
\begin{equation}
\varepsilon=\frac{E_g}{2}\sqrt{1+\frac{4(\hbar vk)^2}{E_g^2}}
\simeq\frac{E_g}{2}+\frac{(\hbar v k)^2}{E_g}.
\end{equation}
Setting the last term equal to $\hbar^2k^2/(2m)$ gives
\begin{equation}
(\hbar v)^2=\frac{\hbar^2E_g}{2m}.
\label{eq:v}
\end{equation}
The lower root is the mirror image, so the hole mass is also $m$.

For $|\varepsilon|<E_g/2$, equation \eqref{eq:disp} requires $k^2<0$. With $k=i\kappa$,
\begin{equation}
\kappa_2(\varepsilon)=\frac{1}{\hbar v}\sqrt{\frac{E_g^2}{4}-\varepsilon^2}.
\label{eq:kappa}
\end{equation}
This vanishes at both band edges and is largest at midgap, where $\kappa_2=E_g/(2\hbar v)$. The imaginary wavevector thus joins the two bands continuously.

\subsection*{2. The two-band exponent}

Let the midgap energy be $-Fx$, so that the force is $+F$, and let the electron have total energy zero. The stationary equation is
\begin{equation}
\left[\frac{E_g}{2}\sigma_z-i\hbar v\,\sigma_x\frac{d}{dx}\right]\psi=Fx\,\psi ,
\end{equation}
so the local energy relative to midgap is $\varepsilon=Fx$. The electron is in the valence band for $x<-E_g/(2F)$ and in the conduction band for $x>E_g/(2F)$. The forbidden path between these turning points has length $E_g/F$.

Write $\psi=u(x)\,e^{-\int\kappa\,dx}$. If the two-component factor $u$ varies slowly, its derivative can be dropped at leading order. Then $-i\,d/dx$ becomes $i\kappa$, and the equation for $u$ has a solution when $\kappa=\kappa_2(Fx)$. This is the WKB approximation. It gives the exponent but not the factor in front, which depends on the neglected derivative and on the turning points. With $dx=d\varepsilon/F$,
\begin{equation}
S_2=2\int_{-E_g/2F}^{E_g/2F}\kappa_2(Fx)\,dx
=\frac{2}{\hbar vF}\int_{-E_g/2}^{E_g/2}\sqrt{\frac{E_g^2}{4}-\varepsilon^2}\;d\varepsilon .
\end{equation}
The integral is the area of a half disc of radius $E_g/2$. Explicitly, $\varepsilon=(E_g/2)\sin\theta$ gives
\begin{equation}
\frac{E_g^2}{4}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi E_g^2}{8}.
\end{equation}
Therefore
\begin{equation}
S_2=\frac{\pi E_g^2}{4\hbar vF}.
\label{eq:S2v}
\end{equation}
From \eqref{eq:v}, $1/(\hbar v)=\sqrt{2m}/(\hbar\sqrt{E_g})$, and so
\begin{equation}
S_2=\frac{\pi}{4}\,\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar F}
=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar F},
\qquad m_r=\frac{m}{2}.
\label{eq:S2}
\end{equation}
The second form is the Kane exponent written with the reduced mass of electron and hole. It follows from $\sqrt{2m}=\sqrt{4m_r}=2\sqrt{m_r}$.

\subsection*{3. The single-band barrier}

The conduction-band edge lies at $E_g/2-Fx$. Its height above the electron's energy is
\begin{equation}
h=\frac{E_g}{2}-Fx=\frac{E_g}{2}-\varepsilon .
\end{equation}
It falls from $E_g$ at the valence turning point to zero at the conduction turning point. A parabolic band has $\kappa_1=\sqrt{2mh}/\hbar$. Since $dx=-dh/F$, and the minus sign reverses the limits,
\begin{equation}
S_1=\frac{2\sqrt{2m}}{\hbar F}\int_0^{E_g}\sqrt h\,dh
=\frac43\,\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar F}.
\label{eq:S1}
\end{equation}
Both exponents scale in the same way with mass, gap and force, so their ratio is a pure number:
\begin{equation}
\frac{S_2}{S_1}=\frac{\pi/4}{4/3}=\frac{3\pi}{16}\simeq0.589 .
\label{eq:ratio}
\end{equation}

To locate the difference, factor the square root in \eqref{eq:kappa}. With $E_g/2-\varepsilon=h$ and $E_g/2+\varepsilon=E_g-h$,
\begin{equation}
\kappa_2^2=\frac{h(E_g-h)}{(\hbar v)^2}
=\frac{2mh}{\hbar^2}\left(1-\frac{h}{E_g}\right)
=\kappa_1^2\left(1-\frac{h}{E_g}\right).
\label{eq:compare}
\end{equation}
Near the conduction edge, $h\ll E_g$ and the two agree. At midgap $\kappa_2=\kappa_1/\sqrt2$. At the valence edge $\kappa_2$ has returned to zero, while $\kappa_1$ has its largest value, twice the midgap value of $\kappa_2$. The parabolic band does not know that another band is there.

The words ``the mass'' need care. If the reduced mass $m/2$ is put into \eqref{eq:S1}, $S_1$ falls by $\sqrt2$ and the ratio becomes $3\sqrt2\,\pi/16\simeq0.833$. The two formulas then look closer, but the barrier no longer has the edge mass of the conduction band.

The ratio also matters when a mass is inferred from the slope of $\ln T$ against $1/F$. Suppose that the two-band model holds, the gap is known and the prefactor varies little. Reading the slope with \eqref{eq:S1} gives a mass $m_{\rm fit}$ with $\tfrac43\sqrt{m_{\rm fit}}=\tfrac{\pi}{4}\sqrt m$, so $m_{\rm fit}=(3\pi/16)^2m\simeq0.35\,m$.

\subsection*{4. Numbers}

A field of 1~MV/cm is 0.1~V/nm, so $F=0.1$~eV/nm. With $\hbar^2/(2m_e)=0.03810$~eV\,nm$^2$, equation \eqref{eq:v} gives
\begin{equation}
\hbar v=\sqrt{\frac{0.8\times0.03810}{0.05}}\ \text{eV\,nm}=0.7808\ \text{eV\,nm}.
\end{equation}
The tunnel length is $0.8/0.1=8.0$~nm. At midgap $\kappa_2=0.8/(2\times0.7808)=0.512$~nm$^{-1}$, against $\kappa_1=0.725$~nm$^{-1}$. At the valence edge $\kappa_1$ reaches 1.025~nm$^{-1}$. From \eqref{eq:S2v}, and from \eqref{eq:S1} written with $\hbar v$,
\begin{align}
S_2&=\frac{\pi\,(0.8)^2}{4\times0.7808\times0.1}=6.44,\\
S_1&=\frac{4\,(0.8)^2}{3\times0.7808\times0.1}=10.93 .
\end{align}
The exponential factors are $e^{-S_2}=1.6\times10^{-3}$ and $e^{-S_1}=1.8\times10^{-5}$. At these fixed values of gap, mass and field, the single-band form is too small by a factor of 89. This compares exponential factors, not currents, since the single-band prefactor depends on how the wave is matched at the abrupt side of the triangle.

Splitting the path at midgap shows the origin of the factor. The two-band exponent has 3.22 in each half, by symmetry. In the single-band exponent, the half next to the conduction edge has $h$ from 0 to $E_g/2$ and contributes $2^{-3/2}S_1=3.86$. The half next to the valence edge contributes 7.07. Of the total difference of 4.49, the valence half supplies 3.85, or 86\%.

The prefactor of the two-band model can be found by following the electron in $k$-space. There $x=i\,d/dk$, the force gives $\hbar\,dk/dt=F$, and the two band amplitudes $c$ obey
\begin{equation}
iF\,\frac{dc}{dk}=H(k)\,c .
\label{eq:kspace}
\end{equation}
The electron starts in the lower band at large negative $k$, where its velocity points towards the barrier. At large positive $k$, the part in the upper band has been transmitted and the part in the lower band reflected. Integrating \eqref{eq:kspace} with a high-order Runge--Kutta method over $|\hbar vk|\le16$~eV gives a transmission $T$ with $-\ln T=6.438$. This equals $S_2$ to the digits shown, so for this example the model's prefactor is 1 to within about 0.1\%. The wide range of $k$ serves to complete the transition mathematically. The model does not describe real bands that far from the gap.

\subsection*{5. The model beside a real device}

The parameters lie in the regime of a reverse-biased p-i-n tunnel diode made from a narrow-gap direct III--V semiconductor. They are rough, round values and stand for no particular compound. The partner of the conduction band is the light-hole band, whose mass is comparable to the electron's. The undoped layer is taken as 10~nm wide, so the 8~nm path fits inside it. The field then ends only 1~nm beyond each turning point, and the prefactor of 1 found for an unbounded field no longer applies. With abrupt, field-free contacts the two-band wave equation gives $T\simeq1.8\,e^{-S_2}$ at the centre of the range of energies that can tunnel. Such contacts are an idealisation. With this small mass a heavily doped contact is degenerate: at 300~K the two-band model puts the electron Fermi level 0.25~eV above the conduction edge at $10^{19}$~cm$^{-3}$, and higher at heavier doping. The built-in drop then exceeds 1.0~eV. A drop of only 1.0~eV would not be a reverse bias, and the final states in the 0.2~eV range would be largely filled. In reverse bias at this field and width the field reaches into the contacts, and the factor 1.8 does not carry over. The assumptions most open to doubt are the following.

\emph{Gap.} Heating can reduce a gap by some tens of meV, and so can heavy doping where it reaches the tunnel path. The velocity $v$ comes from the coupling between the band-edge states. If it is held fixed, the edge mass falls with the gap and \eqref{eq:S2v} gives $S_2\propto E_g^2$. A reduction of 50~meV at the same field lowers $S_2$ to $6.44\,(0.75/0.80)^2=5.66$ and raises $e^{-S_2}$ by a factor of 2.2. This is the largest of the corrections to $e^{-S_2}$ evaluated here.

\emph{Uniform field.} Suppose that dopants of one sign, at $10^{18}$~cm$^{-3}$, have spread into the layer, and take a relative permittivity of 14. By Gauss's law the field changes by 0.10~MV/cm over 8~nm. Let the force be $F+Gx$, with its midgap value held at $F$. Then $\varepsilon=Fx+Gx^2/2$, and the local force is $\sqrt{F^2+2G\varepsilon}$. In the integral of $\kappa_2\,d\varepsilon$ divided by this force, the first correction is odd in $\varepsilon$ and cancels. Numerical quadrature gives $S_2=6.444$, a change of 0.1\%. An error in the midgap field itself matters far more, because $S_2\propto1/F$: a field 5\% lower raises $S_2$ by about 5\%.

\emph{Other paths.} The Boltzmann factor for thermal excitation across the gap at 300~K is $e^{-E_g/k_BT}=3.6\times10^{-14}$, far below $e^{-S_2}$. A defect state at midgap is a more serious rival, since it divides the path into two steps, each with the factor $e^{-3.22}=0.040$. Its contribution to the current depends on the density of defects, which is not modelled here. Phonon-assisted tunnelling and the heavy-hole band are also left out.

\emph{Breakdown.} Suppose that the contacts are doped heavily enough to stop the field at the edges of the layer. The potential energy then drops by $0.1\times10=1.0$~eV across the layer. After crossing the gap, a carrier that starts at the band edge can gain at most 0.2~eV there. Creating another electron--hole pair costs at least 0.8~eV, so the tunnelled carriers cannot cause impact ionization inside the layer. At the same field this argument holds up to a layer width of 16~nm, where the gain reaches 0.8~eV. It does not cover carriers that enter from the contacts, which can gain the full 1.0~eV. If the field reaches into the contacts, part of the gap can be crossed there. The limit on the width is then smaller, and carriers from the contacts can gain more than 1.0~eV. At a contact doping of $10^{19}$~cm$^{-3}$ full depletion gives an extra drop of 0.39~eV on each side, and the degeneracy of the electrons raises it to about 0.5~eV on the n side. The total drop is then about 1.9~eV. A tunnelled carrier can gain about 1.1~eV before the field ends, more than the gap, so at this doping the energy argument no longer excludes impact ionization.

\section*{Variation 1: unequal masses}

\emph{Add a term $ak^2$, the same for both bands, to $H(k)$. How does the exponent depend on the conduction mass $m_c$ and the valence mass $m_v$?}

The bands are now $\varepsilon_\pm=ak^2\pm\sqrt{E_g^2/4+(\hbar vk)^2}$, and their edge expansions give
\begin{equation}
\frac{\hbar^2}{2m_c}=\frac{(\hbar v)^2}{E_g}+a,\qquad
\frac{\hbar^2}{2m_v}=\frac{(\hbar v)^2}{E_g}-a .
\end{equation}
Adding them removes $a$. With $1/m_r=1/m_c+1/m_v$,
\begin{equation}
(\hbar v)^2=\frac{\hbar^2E_g}{4m_r}.
\label{eq:vr}
\end{equation}
For $k=i\kappa$ the two branches are
\begin{equation}
\varepsilon_\pm(\kappa)=-a\kappa^2\pm\sqrt{\frac{E_g^2}{4}-(\hbar v\kappa)^2},
\qquad 0\le\kappa\le\kappa_m=\frac{E_g}{2\hbar v}.
\end{equation}
The square root is at most $E_g/2$. Differentiating therefore gives $d\varepsilon_+/d\kappa\le-\hbar^2\kappa/m_c$ and $d\varepsilon_-/d\kappa\ge\hbar^2\kappa/m_v$. If both masses are positive, the upper branch falls and the lower branch rises until they meet, so each energy in the gap has one $\kappa$. For unequal masses the term $ak^2$ also bends one band back through the gap at a large real $k$. For the unequal masses evaluated below it lies at $k\simeq11$--$12$~nm$^{-1}$, far outside the range of this band-edge model, and is ignored. It moves to smaller $k$ as the masses become more unequal. The exponent is $2/F$ times the area between this curve and the energy axis. Slicing that area at constant $\kappa$ instead of constant $\varepsilon$,
\begin{equation}
S=\frac2F\int_0^{\kappa_m}(\varepsilon_+-\varepsilon_-)\,d\kappa .
\end{equation}
The term $-a\kappa^2$ cancels in the difference. It shears the half disc without changing its area. Thus $S=\pi E_g^2/(4\hbar vF)$ as before, and \eqref{eq:vr} turns this into
\begin{equation}
S=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar F}.
\end{equation}
Within this model the exponent depends on the masses through $m_r$ alone. Raising the hole mass to $0.06\,m_e$, with the electron mass, gap and field fixed, changes $m_r$ from $0.0250\,m_e$ to $0.0273\,m_e$. The exponent rises from 6.44 to 6.72, and the exponential factor falls to 0.75 of its former value.

\section*{Variation 2: transverse motion}

\emph{Let the electron have a conserved transverse wavevector $k_\perp$, which adds $\hbar vk_\perp\sigma_y$ to the Hamiltonian \eqref{eq:H}. How fast does the transmission fall with $k_\perp$?}

The three Pauli matrices anticommute in pairs, so
\begin{equation}
\varepsilon^2=\frac{E_g^2}{4}+(\hbar vk_\perp)^2+(\hbar vk)^2 .
\end{equation}
This is \eqref{eq:disp} with $E_g^2$ replaced by $E_g^2+4(\hbar vk_\perp)^2$ and $v$ unchanged. The replacement must be made in \eqref{eq:S2v}, which contains $v$, and not in \eqref{eq:S2}, where $v$ has been eliminated through the original gap. Define $E_\perp=\hbar^2k_\perp^2/(2m)$. Then \eqref{eq:v} gives $(\hbar vk_\perp)^2=E_gE_\perp$, and
\begin{equation}
S_\perp=\frac{\pi\left(E_g^2+4E_gE_\perp\right)}{4\hbar vF}
=S_2\left(1+\frac{4E_\perp}{E_g}\right).
\end{equation}
The exponential factor therefore falls as $e^{-E_\perp/\bar E}$, with
\begin{equation}
\bar E=\frac{E_g}{4S_2}=\frac{0.8\ \text{eV}}{4\times6.44}=0.031\ \text{eV}.
\end{equation}
At $E_\perp=0.020$~eV the exponent is $6.44\times1.1=7.08$. Transverse motion widens the effective gap and lengthens the forbidden path, so tunnelling selects electrons that move nearly along the field. Since $\bar E\propto F$ at fixed gap and mass, the selection is sharper in a weaker field. Real valence bands are not isotropic, so $\bar E$ is only an estimate of scale for a device. In a layer barely wider than the forbidden path, transverse motion also narrows the range of energies that can tunnel, and the transmission summed over that range falls faster than $e^{-E_\perp/\bar E}$.

Numbers in the example were calculated in double precision.
